\section*{Steady growth per cycle from incomplete half-reactions in atomic layer deposition}

\section{Definitions and conventions}

A surface carries a fixed number of equivalent reaction sites. Each site is in one of two states. In state 1 it can react with precursor A, and this reaction puts it in state 2. In state 2 it can react with co-reactant B, which returns it to state 1. One cycle consists of pulse A, a purge, pulse B, and a second purge. The following quantities are used.

\begin{itemize}
\item $X$ is the fraction of all sites in state 1 just before pulse A.
\item $Y$ is the fraction of all sites in state 2 just before pulse B.
\item $a$ is the fraction of the sites counted in $X$ that pulse A converts.
\item $b$ is the fraction of the sites counted in $Y$ that pulse B converts.
\item $G$ is the fraction of all sites that pulse A converts in one cycle.
\end{itemize}

The fractions $a$ and $b$ refer to available sites, whereas $G$ refers to all sites. If both pulses saturate, every site is converted once by A and once by B in each cycle, so $G=1$. Thus $G$ is the growth per cycle relative to full saturation, provided that each A conversion adds the same amount of film. Thickness means the average over the surface.

Three further assumptions define the model. Sites are neither created nor lost, the purges leave all sites unchanged, and no film grows by any other route. Reactor quantities are given in SI-based units, which suit pressures and pulse lengths better than atomic units.

\section{The balance in a periodic cycle}

Pulse A converts the fraction $a$ of the $X$ available sites:
\begin{equation}
G=aX. \label{eq:ga}
\end{equation}
Before this pulse, a fraction $1-X$ was already in state 2. The pulse adds $G$ to it, and the purge changes nothing. Hence
\begin{equation}
Y=1-X+G. \label{eq:y}
\end{equation}
Pulse B returns $bY$ sites to state 1. In a periodic cycle, $X$ has the same value at the start of the next cycle, so B must restore as many sites as A consumed:
\begin{equation}
G=bY. \label{eq:gb}
\end{equation}

Suppose $G>0$. Then $a$ and $b$ are both positive, and Eqs.~\eqref{eq:ga} and \eqref{eq:gb} give $X=G/a$ and $Y=G/b$. Equation~\eqref{eq:y} can be written as $X+Y=1+G$. Substitution and division by $G$ give
\begin{align}
\frac{G}{a}+\frac{G}{b}&=1+G,\\
\frac1a+\frac1b&=\frac1G+1,\\
\frac1G&=\frac1a+\frac1b-1=\frac{a+b-ab}{ab}. \label{eq:inverse}
\end{align}
The steady relative growth is therefore
\begin{equation}
\boxed{G=\frac{ab}{a+b-ab}}. \label{eq:main}
\end{equation}

No rate law has entered. The fractions may depend on coverage, but they must then be the fractions that occur in the periodic cycle itself. A fraction measured on a differently prepared surface need not be the right input.

\section{Constant fractions and the approach to steady growth}

Now let $a$ and $b$ be independent of coverage. Let $X_0$ be the state-1 fraction before the first cycle and $X_n$ the fraction after $n$ cycles. Pulse A leaves $(1-a)X_n$ sites in state 1 and $1-(1-a)X_n$ in state 2. Pulse B restores the fraction $b$ of the latter:
\begin{align}
X_{n+1}&=(1-a)X_n+b\left[1-(1-a)X_n\right]\nonumber\\
&=(1-a)(1-b)X_n+b\nonumber\\
&=qX_n+b,\qquad q=(1-a)(1-b). \label{eq:map}
\end{align}
Expanding the product gives $1-q=a+b-ab$. Unless $a=b=0$, we have $0\le q<1$, and the map has the single fixed point
\begin{equation}
X_*=\frac{b}{1-q}=\frac{b}{a+b-ab}. \label{eq:fixed}
\end{equation}
Multiplying by $a$ recovers Eq.~\eqref{eq:main}. Subtracting $X_*=qX_*+b$ from Eq.~\eqref{eq:map} gives
\begin{equation}
X_{n+1}-X_*=q(X_n-X_*),
\end{equation}
so any initial deviation shrinks by the factor $q$ per cycle. Cycle $n$ starts with $X_{n-1}$, and its growth is
\begin{equation}
G_n=aX_{n-1}=G+a(X_0-X_*)q^{n-1},\qquad n\ge1. \label{eq:transient}
\end{equation}
For $q=0$, the factor $q^{0}$ in the first cycle is to be read as 1.

The sum of the deviations from steady growth is a geometric series:
\begin{equation}
E=\sum_{n=1}^{\infty}(G_n-G)
=\frac{a(X_0-X_*)}{1-q}. \label{eq:excess}
\end{equation}
A plot of thickness against cycle number thus approaches a straight line whose intercept is $E$ times the thickness added by a saturated cycle. A surface prepared entirely in state 1 has $X_0=1$ and a non-negative intercept. A surface starting entirely in state 2 has $X_0=0$ and a non-positive one. The slope is the same in both cases.

The factor $1/(1-q)$ has a direct meaning. With constant fractions, each pulse acts as an independent trial on each site, which succeeds with probability $a$ or $b$ if the site is in the required state. We may assign a trial outcome even to a site in the other state, where it has no effect. A site is then ready for A if its latest successful trial was B. Looking back over successive cycles gives
\begin{equation}
X_*=b+qb+q^2b+\cdots=\frac{b}{1-q}.
\end{equation}
The later terms describe sites that both pulses missed in the most recent cycles. They keep their earlier state and remain available. The product $ab$ retains only the first term of this series, multiplied by $a$.

If exactly one fraction is zero, the steady growth is zero: the surface ends in state 1 when $a=0$, or in state 2 when $b=0$. If both are zero, the surface stays as it was. Growth is again zero, but the quotient in Eq.~\eqref{eq:main} is undefined and must be handled separately.

\section{Bounds, limits and sensitivity}

Since $a+b-ab=1-q\le1$, the growth is at least $ab$. Since $X=G/a$ and $Y=G/b$ are fractions of all sites, neither exceeds 1. Together,
\begin{equation}
ab\le G\le\min(a,b). \label{eq:bounds}
\end{equation}
For constant fractions, the weaker half-reaction sets a ceiling that the other one cannot lift. If a fraction depends on coverage, the other pulse can change it and so move the ceiling. If B saturates, $b=1$ and $G=a$; if A saturates, $G=b$.

Near saturation, write $a=1-\alpha$ and $b=1-\beta$ with small $\alpha$ and $\beta$. Then $q=\alpha\beta$, and
\begin{equation}
G=\frac{(1-\alpha)(1-\beta)}{1-\alpha\beta}
=1-\alpha-\beta+\text{terms of second order}.
\end{equation}
The two deficits add at first order. The product $ab$ has the same first-order form, so it is adequate there. Its error relative to $G$ follows from $ab=(1-q)G$:
\begin{equation}
\frac{G-ab}{G}=q. \label{eq:producterror}
\end{equation}
In the opposite limit of small $a$ and $b$, the term $ab$ in the denominator is negligible and $G\simeq ab/(a+b)$. For $a=b$ this is $a/2$, of first order in $a$, while the product $a^2$ is of second order. The product then fails badly because most missed sites stay available for many cycles.

For the sensitivity to $a$, differentiate Eq.~\eqref{eq:main} at fixed $b$. The derivative of the denominator is $1-b$, so
\begin{align}
\frac{\partial G}{\partial a}
&=\frac{b(a+b-ab)-ab(1-b)}{(a+b-ab)^2}\nonumber\\
&=\frac{b^2}{(a+b-ab)^2}=\left(\frac{G}{a}\right)^2. \label{eq:slope}
\end{align}
By symmetry, $\partial G/\partial b=(G/b)^2$. An equal small increase therefore gains more when it is made in the smaller fraction.

\section{From pulse length to conversion fraction}

The fractions can be predicted if a rate law is known. Consider a gas at pressure $p$ and temperature $T$ with molecular mass $m$ and number density $n_{\mathrm g}=p/(k_{\mathrm B}T)$. The flux $F$ onto a flat surface is the Maxwell average over velocities $w$ towards it:
\begin{align}
F&=n_{\mathrm g}\sqrt{\frac{m}{2\pi k_{\mathrm B}T}}
\int_0^\infty w\,e^{-mw^2/(2k_{\mathrm B}T)}\,dw\nonumber\\
&=n_{\mathrm g}\sqrt{\frac{m}{2\pi k_{\mathrm B}T}}\,
\frac{k_{\mathrm B}T}{m}
=\frac{p}{\sqrt{2\pi mk_{\mathrm B}T}}. \label{eq:flux}
\end{align}

Let $s_0$ be the reaction probability per impact when all sites are available, and let the probability be proportional to the available fraction. If each reacting molecule converts one site and the site density is $N$, then during pulse A the state-1 fraction $x(t)$ obeys
\begin{equation}
N\frac{dx}{dt}=-s_0Fx,\qquad
\frac{dx}{dt}=-kx,\qquad k=\frac{s_0F}{N}. \label{eq:rate}
\end{equation}
At constant pressure, $x(t)=Xe^{-kt}$. The converted fraction of the available sites is $1-e^{-kt}$, independent of $X$. The same argument applies to the state-2 fraction during pulse B. With exposures $u=k_{\mathrm A}t_{\mathrm A}$ and $v=k_{\mathrm B}^{\,\prime}t_{\mathrm B}$, where the prime distinguishes the rate constant of B from Boltzmann's constant,
\begin{equation}
a=1-e^{-u},\qquad b=1-e^{-v}. \label{eq:dose}
\end{equation}
These formulas assume a uniformly exposed surface and no reverse reaction.

Since $1/(1-e^{-u})=1+1/(e^u-1)$, Eq.~\eqref{eq:inverse} becomes
\begin{equation}
\frac1G=1+\frac1{e^u-1}+\frac1{e^v-1}. \label{eq:exposure}
\end{equation}
This form shows how to divide a fixed total pulse time. The function $f(u)=1/(e^u-1)$ has
\begin{equation}
f'(u)=-\frac{e^u}{(e^u-1)^2},\qquad
f''(u)=\frac{e^u(e^u+1)}{(e^u-1)^3}>0.
\end{equation}
Thus $1/G$ is a strictly convex function of the time given to A. It diverges when either pulse length tends to zero, so it has one minimum between these ends. Setting its derivative to zero at fixed $t_{\mathrm A}+t_{\mathrm B}$, and using $e^u=1/(1-a)$ and $e^v=1/(1-b)$, gives
\begin{equation}
k_{\mathrm A}\frac{1-a}{a^2}
=k_{\mathrm B}^{\,\prime}\frac{1-b}{b^2}. \label{eq:optimum}
\end{equation}
This is the condition for greatest growth per cycle. For equal rate constants it gives equal pulse lengths.

\section{Worked example}

The following round model parameters do not represent a particular material. Both gases are at 10 Pa and 500 K, and both pulses last 0.50 s. The molecular masses are 100 u for A and 20 u for B. The reaction probabilities are $1\times10^{-4}$ and $2\times10^{-5}$, the site density is $5\times10^{18}\ \mathrm{m^{-2}}$, and a saturated cycle adds 0.100 nm. The surface starts entirely in state 1.

Equation~\eqref{eq:flux} gives fluxes of $1.178\times10^{23}$ and $2.635\times10^{23}\ \mathrm{m^{-2}\,s^{-1}}$. The rate constants are
\begin{align}
k_{\mathrm A}&=\frac{(10^{-4})(1.178\times10^{23})}{5\times10^{18}}\ \mathrm{s^{-1}}
=2.357\ \mathrm{s^{-1}},\\
k_{\mathrm B}^{\,\prime}&=\frac{(2\times10^{-5})(2.635\times10^{23})}{5\times10^{18}}\ \mathrm{s^{-1}}
=1.054\ \mathrm{s^{-1}}.
\end{align}
The exposures are 1.178 and 0.527, so
\begin{equation}
a=1-e^{-1.178}=0.692,\qquad b=1-e^{-0.527}=0.410.
\end{equation}
With one more digit retained,
\begin{equation}
G=\frac{0.2835}{0.6922+0.4096-0.2835}
=\frac{0.2835}{0.8183}=0.3465.
\end{equation}
The steady growth is $0.3465\times0.100\ \mathrm{nm}=0.03465$ nm per cycle. Half of all sites are ready before pulse A, since $X=0.4096/0.8183=0.501$. Before pulse B, $Y=1-0.5006+0.3465=0.8459$. B thus meets many available sites but converts a smaller share of them; the two pulses convert equal numbers.

The decay factor is $q=(1-0.6922)(1-0.4096)=0.182$. By Eq.~\eqref{eq:producterror}, the product $ab=0.2835$ is therefore 18\% below the steady growth, relative to the latter. Equation~\eqref{eq:transient} gives relative growths of 0.692, 0.409, 0.358, 0.349 and 0.347 in the first five cycles. The first cycle deposits about twice the steady amount because it finds every site ready. A growth rate taken from that cycle alone would be misleading.

The summed excess is
\begin{equation}
E=\frac{0.6922(1-0.5006)}{0.8183}=0.422,
\end{equation}
in units of a saturated cycle, or 0.042 nm. After 100 cycles the thickness is 3.507 nm, compared with 3.465 nm for 100 steady cycles. The difference is this initial excess.

The slopes are $(G/a)^2=0.251$ and $(G/b)^2=0.716$, which favour an increase in $b$. Pulse length and conversion fraction are not proportional, however, so a finite change should be calculated directly. Doubling pulse A changes $a$ to $1-(1-0.6922)^2=0.905$ and raises $G$ to 0.393, a gain of 13\%. Doubling pulse B changes $b$ to $1-(1-0.4096)^2=0.651$ and raises $G$ to 0.505, a gain of 46\%. Both gains are relative to the original growth, and both changes cost the same extra 0.50 s. With B unchanged, even an unlimited pulse A could not raise $G$ above $b=0.410$.

\section{When conversion depends on coverage}

Suppose that pulse A follows a second-order law, as in a simple mean-field model of a reaction that needs two ready sites:
\begin{equation}
\frac{dx}{dt}=-k_2x^2.
\end{equation}
Separating variables from $x(0)=X$ gives $1/x(t)=1/X+k_2t$. With $\kappa=k_2t_{\mathrm A}$, the remaining state-1 fraction is $X/(1+\kappa X)$, and
\begin{equation}
a(X)=1-\frac1{1+\kappa X}=\frac{\kappa X}{1+\kappa X}. \label{eq:second}
\end{equation}
This increases with $X$. Let B keep a constant fraction $b>0$. The cycle map is
\begin{equation}
X\longmapsto b+(1-b)\frac{X}{1+\kappa X}. \label{eq:secondmap}
\end{equation}
Its derivative, $(1-b)/(1+\kappa X)^2$, lies between 0 and $1-b<1$. Successive cycles therefore converge to one periodic state. Setting the output equal to $X$ and multiplying by $1+\kappa X$ gives
\begin{equation}
\kappa X^2+b(1-\kappa)X-b=0. \label{eq:quadratic}
\end{equation}
The product of the roots is $-b/\kappa<0$, so the positive root is the physical one.

Take $k_2=4.00\ \mathrm{s^{-1}}$ and the same 0.50 s pulse, so that $\kappa=2$, and keep $b=0.4096$. On a fully prepared surface, $a(1)=2/3=0.667$. In the periodic cycle, the positive root of Eq.~\eqref{eq:quadratic} inserted in Eq.~\eqref{eq:second} gives $a=0.531$. Equation~\eqref{eq:main} then yields $G=0.301$. Using the prepared-surface value instead would give 0.340, which is 13\% too high relative to the steady growth. The sign of the error is general for this rate law: $a(X)\le a(1)$, and $G$ increases with $a$.

Unequal sites cause a similar difficulty even when every site has constant fractions. Let half the sites have $a=1$ and the other half $a=0$, with $b=1/2$ for all. The active half has relative growth $1/2$ and the inert half none, so the total is $G=1/4$. A fully prepared surface shows an average $a=1/2$, which with $b=1/2$ would predict $1/3$. In the steady cycle, the active half has $X=1/2$ and the inert half has $X=1$, so overall $X=3/4$. The correct fraction is $a=(1/4)/(3/4)=1/3$, and Eq.~\eqref{eq:main} returns $1/4$. Here $G$ is counted over all sites, inert ones included; the largest growth this surface can reach is $1/2$, not 1.

\section{Use in a calculation}

For constant fractions, treat $a=b=0$ first and return $G=0$. Otherwise evaluate the denominator as $a+b(1-a)$. Both terms are non-negative, so this avoids the cancellation in $1-q$ when the fractions are small. For small exposures, $1-e^{-u}$ should likewise be computed with a library function for $e^z-1$, as $-(e^{-u}-1)$.

For coverage-dependent fractions, start from $X$ and repeat
\begin{align}
G_{\mathrm A}&=a(X)X, & Y&=1-X+G_{\mathrm A},\\
G_{\mathrm B}&=b(Y)Y, & X_{\mathrm{new}}&=X-G_{\mathrm A}+G_{\mathrm B},
\end{align}
until $G_{\mathrm A}$ and $G_{\mathrm B}$ agree to a tolerance taken relative to the growth itself; an absolute tolerance can stop the iteration far too early when the fractions are small. For constant fractions $G_{\mathrm A}-G_{\mathrm B}=(1-q)(X-X_*)$, so the error $a(X-X_*)$ in $G_{\mathrm A}$ is no larger in magnitude than this difference, while the error in $X$ is larger by the factor $1/(1-q)$. Convergence has been shown above for two rate laws; another law needs its own examination.

Growth data can also test the constant-fraction model. Let $G_1$ be the steady relative growth with the chosen A pulse and a saturating B pulse, and $G_2$ that with a saturating A pulse and the chosen B pulse. Then $a=G_1$ and $b=G_2$, and the two chosen pulses together should give
\begin{equation}
\frac1G=\frac1{G_1}+\frac1{G_2}-1.
\end{equation}
A discrepancy beyond the measurement error means that at least one assumption fails. Candidates are coverage-dependent conversion, unequal sites, loss of sites from one of the two states, changes during a purge, and parasitic growth. Agreement at one pair of pulse lengths does not establish all the assumptions, so the comparison is best repeated over a range of doses. Even agreement at every dose leaves some of them open, because measured growth can only be normalised to the measured saturated growth. A fixed share of inert sites cancels in that normalisation. So does desorption of a fixed fraction $c$ of the freshly adsorbed A during the first purge: $a$ is replaced by $a(1-c)$, the saturated growth by $1-c$, and both sides of the relation equal $1/a+(1-c)(1/b-1)$. The test can therefore refute the model but cannot confirm it.
